# Threshold photoionization of ground-state hydrogen from the Coulomb-wave dipole integral

**Question**

I am working on EUV absorption in resists, and as a warm-up I was given this exercise: evaluate the dipole integral between the hydrogen 1s state and the exact Coulomb wave at threshold, and show that the photoionization cross section there is about 6.30 megabarn.

I am stuck on the limit. The outgoing p wave contains the parameter $\eta=-1/k$, where $k$ is the photoelectron wave number. As $k\to0$ this runs to $-\infty$ and the normalization constant of the Coulomb function blows up. If I avoid the trouble by using a free spherical wave, the cross section goes to zero at threshold. How does a finite number come out, and how do I get from there to 13.5 nm, where I need it?

**Answer**

The divergence of the Coulomb constant is cancelled by the powers of $k$ that accompany it: with continuum states normalized per unit energy, the p wave near the nucleus has a finite, nonzero limit. Another normalization gives the same cross section once the density of states is included. It is easiest to set $E=0$ in the radial equation from the start; the general-energy formula then confirms the limit and gives the value at 13.5 nm.

I use Hartree atomic units, in which $c=1/\alpha$ with $\alpha$ the fine-structure constant. The atom is isolated and nonrelativistic, its nucleus is fixed, and the light is weak, linearly polarized and treated in the electric-dipole approximation. "At threshold" means that the photon energy $\omega$ approaches $1/2$ from above.

**From the dipole integral to the cross section**

In a field $\mathcal E_0\cos\omega t$ along $z$, the electron has the interaction energy $z\,\mathcal E_0\cos\omega t$. The part that absorbs a photon is $\tfrac12\mathcal E_0\,z\,e^{-i\omega t}$. With final states normalized as $\langle E|E'\rangle=\delta(E-E')$, the golden rule gives the ionization rate

$$\Gamma=2\pi\left(\frac{\mathcal E_0}{2}\right)^2|\langle E|z|1s\rangle|^2 .$$

The cycle-averaged intensity is $I=c\,\mathcal E_0^2/(8\pi)=\mathcal E_0^2/(8\pi\alpha)$. The cross section is the absorbed power divided by the intensity:

$$\sigma=\frac{\omega\Gamma}{I}=4\pi^2\alpha\,\omega\,|\langle E|z|1s\rangle|^2 .$$

Since $z=r\cos\theta$, and the angular integral of $\cos\theta$ between an s and a p state with $m=0$ is $1/\sqrt3$,

$$\sigma=\frac{4\pi^2\alpha}{3}\,\omega R^2,\qquad R=\int_0^\infty 2r e^{-r}\,r\,u_E(r)\,dr .$$

Here $2re^{-r}$ is the 1s radial function times $r$, and $u_E$ is the same quantity for the p wave.

The prefactor can be tested without the golden rule. I propagated the atom in time at $\omega=1$ with $\mathcal E_0=0.002$, in a box of 250 bohr, keeping the coupling between 1s and the p states. The growth of the continuum population between 10 and 30 field cycles gave 0.9971 times the cross section of the general formula derived below.

**The p wave at zero energy**

For angular momentum 1 and $E=0$ the radial equation is

$$u''+\left(\frac2r-\frac2{r^2}\right)u=0 .$$

Put $x=\sqrt{8r}$, so that $dx/dr=4/x$, and write $u=x\,g(x)$. Then

$$u'=\frac4x(g+xg')=\frac{4g}{x}+4g',\qquad
u''=16\left(\frac{g''}{x}+\frac{g'}{x^2}-\frac{g}{x^3}\right).$$

With $2/r=16/x^2$ and $2/r^2=128/x^4$, multiplying the equation by $x^3/16$ gives

$$x^2g''+xg'+(x^2-9)g=0 .$$

This is Bessel's equation of order 3. The second solution makes $u$ diverge as $1/r$ at the origin, so the physical one is $u_0=A\sqrt r\,J_3(\sqrt{8r})$.

The constant $A$ follows from the energy normalization. At positive energy, a wave of amplitude $B$ at large $r$ has the overlap

$$\int u_ku_{k'}\,dr=\frac{\pi}{2}B^2\delta(k-k')=\frac{\pi}{2}B^2k\,\delta(E-E'),$$

because $dE=k\,dk$. Hence $B=\sqrt{2/(\pi k)}$. The slowly varying logarithmic phase of a Coulomb wave does not change the weight of the delta function.

Further in, the semiclassical amplitude is $\sqrt{2/(\pi k(r))}$ with the local wave number $k(r)=\sqrt{2E+2/r}$; the centrifugal term is negligible at large $r$. This form requires $|d(1/k(r))/dr|\ll1$. Here

$$\left|\frac{d}{dr}\frac1{k(r)}\right|=\frac{1}{r^2(2E+2/r)^{3/2}}\le\frac1{2\sqrt{2r}} ,$$

which is small at large $r$ for every $E\ge0$. The amplitude may therefore be carried inward at positive energy, and $E$ may then go to zero at fixed $r$. This gives $\sqrt{2/\pi}\,(r/2)^{1/4}$. The Bessel function has the large-argument amplitude $\sqrt{2/(\pi x)}$, so

$$A\sqrt r\,\sqrt{\frac2\pi}\,(8r)^{-1/4}=\sqrt{\frac2\pi}\left(\frac r2\right)^{1/4}
\quad\Rightarrow\quad A=4^{1/4}=\sqrt2 .$$

The threshold wave is $u_0=\sqrt{2r}\,J_3(\sqrt{8r})$.

**The integral**

The Bessel series, with $x/2=\sqrt{2r}$, gives

$$u_0=\sum_{m=0}^\infty\frac{(-1)^m(2r)^{m+2}}{m!\,(m+3)!} .$$

Insert this into $R$ and use $\int_0^\infty r^{m+4}e^{-r}dr=(m+4)!$:

$$R=\sum_m\frac{(-1)^m2^{m+3}(m+4)!}{m!\,(m+3)!}
=8\sum_m\frac{(-2)^m}{m!}(m+4).$$

Term-by-term integration is allowed because the sum of absolute values converges. Now $\sum_m(-2)^m/m!=e^{-2}$ and $\sum_m m(-2)^m/m!=-2e^{-2}$, so

$$R=8(4-2)e^{-2}=16e^{-2}=2.165365 .$$

Direct quadrature with the Bessel function gives the same seven digits. With $R^2=256e^{-4}=4.688804$ and $\omega=1/2$,

$$\boxed{\sigma_{\rm th}=\frac{4\pi^2\alpha}{3}\cdot\frac12\cdot\frac{256}{e^4}\,a_0^2=\frac{2^9\pi^2\alpha}{3e^4}\,a_0^2}$$

where $e$ is the base of natural logarithms. Numerically this is $0.225131\,a_0^2$, and since $a_0^2=28.0029$ Mb,

$$\sigma_{\rm th}=0.225131\times28.0029\ \text{Mb}=6.30\ \text{Mb}.$$

**A second road: the velocity form**

Let $P=2re^{-r}$, and let $h_l$ be the radial Hamiltonian for angular momentum $l$. Since $h_1u_E=Eu_E$ and $h_0P=-\tfrac12P$, and the boundary terms vanish,

$$\omega R=\int u_E\,(h_1r-rh_0)P\,dr=\int u_E\left(-P'+\frac Pr\right)dr=\int 2re^{-r}u_E\,dr .$$

In the middle step, $-\tfrac12(rP)''+\tfrac12rP''=-P'$, and the centrifugal term $1/r^2$ acting on $rP$ gives $P/r$. At threshold the series now produces $(m+3)!$ in place of $(m+4)!$, so the integral is $8\sum_m(-2)^m/m!=8e^{-2}$. This equals $\omega R=\tfrac12\cdot16e^{-2}$. Quadrature gives 1.082682.

**What happened to the diverging constant**

At positive energy set $\rho=kr$ and write $u=\rho^2e^{-i\rho}w$. The radial equation $u_{\rho\rho}+(1+2/(k\rho)-2/\rho^2)u=0$ becomes

$$\rho w''+(4-2i\rho)w'+\left(\frac2k-4i\right)w=0 .$$

In the variable $y=2i\rho$ this is $y\,w_{yy}+(4-y)w_y-aw=0$ with $a=2+i/k$. Its regular solution is the confluent function $M(a,4,y)$. The Coulomb wave of unit amplitude is therefore

$$F_1=C\rho^2e^{-i\rho}M(a,4,2i\rho).$$

For large $\rho$, $M$ is the sum of two terms. One of them is $\Gamma(4)(-2i\rho)^{-a}/\Gamma(4-a)$, of modulus $6(2\rho)^{-2}e^{-\pi/(2k)}/|\Gamma(2+i/k)|$. Since $e^{-i\rho}M$ is real, the other term contributes the complex conjugate. The amplitude of $\rho^2e^{-i\rho}M$ is thus $3e^{-\pi/(2k)}/|\Gamma(2+i/k)|$, and $C$ is its inverse. With

$$|\Gamma(2+i/k)|^2=\left(1+\frac1{k^2}\right)\frac{\pi/k}{\sinh(\pi/k)}$$

one obtains

$$C^2=\frac{2\pi(1+k^2)}{9k^3\left(1-e^{-2\pi/k}\right)} .$$

This does diverge, as $k^{-3}$. But the energy-normalized wave is $u_E=\sqrt{2/(\pi k)}\,F_1$, and near the nucleus

$$u_E\simeq\sqrt{\frac{2}{\pi k}}\;C\,k^2r^2\;\to\;\frac23r^2\qquad(k\to0),$$

which is the first term of the series for $u_0$. For a free wave $C=1/3$, so that $u_E\propto k^{3/2}$ and $\sigma\propto k^3$. That is your zero: without the attraction, a slow p wave does not reach the region where the 1s electron is.

**The formula at any energy**

The dipole integral needs $K=\int_0^\infty r^4e^{-sr}M(a,4,qr)\,dr$ with $s=1+ik$ and $q=2ik$. Start from the integral with $r^3$. Integrating the series of $M$ term by term, the factor $(n+3)!$ cancels the one in the denominator and a binomial series is left:

$$\int_0^\infty r^3e^{-sr}M(a,4,qr)\,dr=\frac6{s^4}\left(1-\frac qs\right)^{-a}=6s^{a-4}(s-q)^{-a}.$$

This holds first for large $s$ and then, by analytic continuation, at $s=1+ik$. Applying $-d/ds$ supplies the missing power of $r$:

$$K=6s^{a-4}(s-q)^{-a}\left[\frac{4-a}{s}+\frac{a}{s-q}\right].$$

Since $s-q=1-ik=s^*$ and $4-a=a^*$, the bracket is

$$\frac{2\,\mathrm{Re}[(2+i/k)(1+ik)]}{1+k^2}=\frac{2(2-1)}{1+k^2}=\frac2{1+k^2}.$$

With $s=\sqrt{1+k^2}\,e^{i\theta}$ and $\theta=\arctan k$, the prefactor is $6(1+k^2)^{-2}(s/s^*)^{i/k}=6(1+k^2)^{-2}e^{-2\theta/k}$. So $K=12e^{-2\theta/k}/(1+k^2)^3$, and

$$R^2=\frac2{\pi k}\,4C^2k^4K^2=\frac{256\,e^{-4\arctan(k)/k}}{(1+k^2)^5\left(1-e^{-2\pi/k}\right)} .$$

Multiplying by $4\pi^2\alpha\,\omega/3$ with $\omega=(1+k^2)/2$,

$$\sigma=\frac{2^9\pi^2\alpha}{3}\,\frac{e^{-4\arctan(k)/k}}{(1+k^2)^4\left(1-e^{-2\pi/k}\right)}\,a_0^2 .$$

As $k\to0$, $\arctan(k)/k\to1$ and $e^{-2\pi/k}\to0$, which returns $\sigma_{\rm th}$. To next order, $\arctan(k)/k\simeq1-k^2/3$, so the exponent contributes $+4k^2/3$ and the power $-4k^2$:

$$\sigma\simeq\sigma_{\rm th}\left(1-\frac83k^2\right),\qquad k^2=\frac{\omega-1/2}{1/2}.$$

The cross section starts at its full value and falls at once: at a photon energy 1% above the edge, the full formula gives a value 2.6% lower.

**Just below the edge**

Absorption does not stop below threshold; it becomes a series of lines to the levels $np$. Their spacing is $dE/dn=1/n^3$, so a bound state, normalized to 1, corresponds to an energy-normalized one through $n^3R_n^2\to R^2$. Quadrature with the bound functions gives 4.70795 at $n=30$ and 4.69358 at $n=60$. Removing an error proportional to $1/n^2$ leaves 4.68879, against $256e^{-4}=4.68880$. Absorption averaged over unresolved lines therefore joins the continuum without a step, although the peak of a single well-resolved line rises above this average, and the more so the narrower the line is.

The overall normalization is tested by the oscillator-strength sum. Taking the 1s expectation value of $[z,[H,z]]=1$ and inserting a complete set of states gives $\sum 2(E_n-E_1)|z_n|^2=1$, with an integral over the continuum included. The bound part is 0.565004, where levels above $n=60$ are summed with the threshold $1/n^3$ law, and the continuum part is 0.434996. Together they give 1 to within $2\times10^{-6}$.

**At 13.5 nm**

The photon energy is 91.84 eV. Subtracting 13.61 eV leaves a photoelectron of 78.23 eV, or $k=2.398$. Then $(1+k^2)^4\simeq2076$, $4\arctan(k)/k\simeq1.961$ and $1-e^{-2\pi/k}\simeq0.927$, so

$$\frac{\sigma_{\rm th}}{\sigma}=\frac{e^{-4}\times2076\times0.927}{e^{-1.961}}\simeq251,\qquad \sigma\simeq0.0252\ \text{Mb}.$$

For an organic resist take, as rough typical values, 50 hydrogen atoms per nm³ and a film 40 nm thick. With $1\ \text{Mb}=10^{-4}\ \text{nm}^2$, free atoms at that density would absorb with the coefficient

$$50\times0.02516\times10^{-4}\ \text{nm}^{-1}=0.126\ \mu\text{m}^{-1},$$

which is 0.50% of the light in one pass.

In a real resist the hydrogen atoms are not free. A bond contracts the hydrogen orbital, and this can be imitated crudely by a larger nuclear charge $Z$. Lengths then scale as $1/Z$ and energies as $Z^2$. Since $R^2$ is a length squared per energy, $\omega R^2$ scales as $Z^{-2}$, and

$$\sigma_Z(\omega)=\frac1{Z^2}\,\sigma_1\!\left(\frac{\omega}{Z^2}\right).$$

For methane with a C–H length of 1.09 Å, minimizing the restricted Hartree–Fock energy in a minimal basis, with the carbon functions held fixed, gives a hydrogen exponent of 1.18. Used as $Z$ at the fixed wavelength of 13.5 nm, it raises the cross section to 0.050 Mb, a factor of 2.0, and the absorption in the film to 1.0%. The exponent depends on the setting: 1.18 is for six-Gaussian fits to the Slater functions, three-Gaussian fits give about 1.20, and freeing the carbon valence exponent as well gives about 1.17, so the factor lies roughly between 1.9 and 2.1. The model also misstates one thing: the proton in a bond still has charge 1. At high photon energy $\sigma_1\propto\omega^{-7/2}$, so the model's factor tends to $Z^5=2.3$. In that limit $Z^3=1.6$ comes from the higher electron density at the nucleus, and the remaining $Z^2$ from a stronger nuclear pull that a bond does not supply. In an extended basis the Hartree–Fock density at the proton in methane is about 1.5 times the free-atom value. This split holds only in the high-energy limit; 13.5 nm is not yet in it, so it does not say how far the factor 2.0 is off. The result is an estimate of sensitivity, not a bound or a molecular cross section: it also omits correlation, the true binding energy and scattering of the photoelectron by neighbouring atoms. Organic EUV resists absorb with a total coefficient of very roughly 5 µm⁻¹, so on either estimate hydrogen supplies a few per cent of it and the heavier atoms supply the rest.

The 6.30 Mb itself should not be carried over to a resist. Near 91 nm the light excites valence electrons spread over bonds, which a free hydrogen atom does not describe.

**How many digits of 6.30 are meaningful**

With the proton's finite mass, the reduced mass $\mu$ replaces the electron mass. Lengths scale as $1/\mu$ and energies as $\mu$, so $\omega R^2$ scales as $\mu^{-2}$. The edge moves from 13.6057 to 13.5983 eV and the threshold cross section rises by 0.109%, from 6.304 to 6.311 Mb. The figure 6.30 thus belongs to the fixed nucleus; a real atom in this approximation has 6.31.

The dipole approximation neglects the variation of the light wave across the atom. With $q$ the photon wave number, the expansion parameter is $(qa_0)^2$, which is $1.3\times10^{-5}$ at threshold and $6\times10^{-4}$ at 13.5 nm. Keeping the factor $e^{i\mathbf q\cdot\mathbf r}$ in the nonrelativistic matrix element changes the total cross section by about $3\times10^{-4}$ at 13.5 nm. At threshold the term of order $(qa_0)^2$ cancels and the change is about $-2(qa_0)^4$, a few parts in $10^{10}$. There the relativistic corrections, whose scale is $\alpha^2\approx5\times10^{-5}$ and which are not computed here, are the larger omission. The remaining values are in the numerical output below.

## Table of computed values

```
fine-structure constant: 0.007297353
a0 squared: 28.0029 Mb
threshold photon energy, fixed nucleus: 13.6057 eV
threshold wavelength, fixed nucleus: 91.1267 nm
threshold R, closed form: 2.165365 a.u.
threshold R, quadrature: 2.165365 a.u.
threshold R squared: 4.688804 a.u.
threshold velocity integral, quadrature: 1.082682 a.u.
threshold cross section: 0.225131 a0^2
threshold cross section: 6.3043 Mb
n^3 R_n^2 at n=30: 4.70795 a.u.
n^3 R_n^2 at n=60: 4.69358 a.u.
n^3 R_n^2 extrapolated: 4.68879 a.u.
bound oscillator strength: 0.565004
continuum oscillator strength: 0.434996
sum of oscillator strengths: 0.9999999
photon energy in time propagation: 1 hartree
propagated / formula cross section: 0.9971
lithography wavelength: 13.5 nm
lithography photon energy: 91.84 eV
lithography photon energy: 3.3751 hartree
photoelectron k at 13.5 nm: 2.3979 a.u.
photoelectron energy at 13.5 nm: 78.234 eV
free-atom cross section at 13.5 nm: 0.02516 Mb
threshold / 13.5 nm cross section: 250.6
hydrogen density in resist, rough: 50 nm^-3
film thickness, rough: 40 nm
hydrogen absorption, free atoms: 0.126 um^-1
absorbed in film by hydrogen, free atoms: 0.502 %
C-H length used, rough: 1.09 angstrom
hydrogen exponent in methane: 1.18 a.u.
contracted-orbital cross section at 13.5 nm: 0.05 Mb
contracted / free cross section: 1.99
hydrogen absorption, contracted: 0.25 um^-1
absorbed in film by hydrogen, contracted: 0.995 %
threshold energy with proton mass: 13.5983 eV
threshold cross section with proton mass: 6.3112 Mb
proton-mass change of threshold cross section: 0.109 %
retardation scale (q a0)^2 at threshold: 1.3e-05
retardation scale (q a0)^2 at 13.5 nm: 0.00061
```
